# The g-matrix formula for electric spin driving and its two parts, part 2

An oscillating gate voltage $V=V_0+V_{ac}\cos2\pi f_Lt$ drives an electron spin in a quantum dot in a static field $\mathbf B=Bb$, with $b$ a unit vector. We seek the Rabi frequency $f_R$, at which the population oscillates.

Units are Gaussian, the charge is $-e$, $m$ is the free-electron mass, $\mu_B=e\hbar/2mc$ and $\boldsymbol\pi=\mathbf p+e\mathbf A/c$, with $\mathbf A$ the vector potential. A prime means $\partial/\partial V$ at $V_0$, and $\delta V=V-V_0$.

Time reversal is broken only by $\mathbf B$, and $H=H_0(V)+\mathbf B\cdot M(V)+O(B^2)$. The ground Kramers doublet of $H_0$ (energy $E_0$, projector $P$) lies a gap $\Delta$ below the other levels $|m\rangle$, $E_m$. On it the field acts as $Z=\frac12\mu_B\sigma\cdot\hat g\mathbf B$, with eigenvectors $|0^0\rangle$ (lower) and $|1^0\rangle$. In $g_{ij}$, $i$ refers to pseudospin axes and $j$ to laboratory axes. Further,

$$hf_L=\mu_BBg^*,\qquad g^*=|\hat gb|,\qquad n=\hat gb/g^*,\qquad G=\hat g^T\hat g.$$

With $D=\partial_VH$, $D_0=\partial_VH_0$, $|0\rangle,|1\rangle$ the two lowest eigenstates of $H(V_0,\mathbf B)$ and $c_1$ the amplitude of $|1\rangle$, the earlier results are

$$|c_1|^2=\sin^2(\pi f_Rt),\qquad hf_R=V_{ac}|\langle1|D|0\rangle| .\tag{1}$$

$$hf_R=\tfrac12\mu_BBV_{ac}\,|n\times\hat g'b|=\frac{\mu_BBV_{ac}}{2g^*}\,|\hat gb\times\hat g'b| .\tag{2}$$

$$K=P\,\mathbf B\cdot M'P+\sum_m\frac{PD_0|m\rangle\langle m|\mathbf B\cdot MP+P\,\mathbf B\cdot M|m\rangle\langle m|D_0P}{E_0-E_m}.\tag{5}$$

Equation (2) requires a doublet basis $\psi_\alpha(V)$ with zero connection $C_{\alpha\beta}=\langle\psi_\alpha|\psi'_\beta\rangle$ (parallel transport); there $K=\frac12\mu_B\sigma\cdot\hat g'\mathbf B$. In any other basis (Entry 5)

$$hf_R=V_{ac}\left|\langle1^0|\,Z'-hf_LC\,|0^0\rangle\right| .\tag{7}$$

Twisting the parallel-transport basis so that $C=-\frac i2\kappa\cdot\sigma$ gives the derivative $\tilde g'$ with

$$\tilde g'b=\hat g'b-\kappa\times\hat gb .\tag{8}$$

Entry 2: without spin–orbit coupling and with a nondegenerate orbital ground state, there is no electric drive at this order. Entry 4: (2) has a relative error of order $B^2$, with the scale $(E_B/\Delta)^2$, where $E_B$ is the Zeeman or cyclotron energy.

### Entry 6. Stretch and rotation

The product $T=\hat g^T\hat g'$ is unchanged by a constant rotation of the pseudospin axes. Its symmetric part is measurable, because $G'=\hat g'^T\hat g+\hat g^T\hat g'=T^T+T$. So

$$\hat g^T\hat g'=\tfrac12G'+A,\qquad A=\tfrac12(T-T^T),\qquad Av=a\times v,$$

where an antisymmetric matrix acts as a cross product with $a=(A_{zy},A_{xz},A_{yx})$. Assume that $\hat g$ is invertible. Multiplying by $\hat g^{-T}$ on the left and $\hat g^{-1}$ on the right gives

$$\hat g'\hat g^{-1}=\Sigma+W,\qquad\Sigma=\tfrac12\hat g^{-T}G'\hat g^{-1},\qquad W=\hat g^{-T}A\hat g^{-1}.$$

Transposition shows that $\Sigma$ is symmetric and $W$ antisymmetric, $Wv=w\times v$. To relate $w$ to $a$, write the triple product as a determinant. For any vectors $v_1,v_2$,

$$v_1^TAv_2=(\hat gv_1)\cdot(w\times\hat gv_2)=\det[\hat gv_1,w,\hat gv_2]=\det\hat g\;\,v_1\cdot(\hat g^{-1}w\times v_2),$$

so $a=\det\hat g\;\hat g^{-1}w$ and $w=\hat ga/\det\hat g$.

Since $\hat g'b=g^*(\Sigma+W)n$ and $\mu_BBg^*=hf_L$, equation (2) becomes

$$f_R=\tfrac12V_{ac}f_L\,|\,n\times\Sigma n+n\times(w\times n)\,| .\tag{9}$$

The meaning of the terms follows from the Larmor frequency. The derivative of a length is $\partial_V|\hat gb|=n\cdot\hat g'b=g^*\,n\cdot(\Sigma+W)n$, and $n\cdot(w\times n)=0$, so

$$\partial_Vf_L=f_L\,n\cdot\Sigma n .\tag{10}$$

The part $W$ turns the vector $\hat gb$ rigidly about $w$, at the rate $|w|$ per unit voltage, for every $b$, and changes no splitting at first order. This is iso-Zeeman driving (IZ). The part $\Sigma$, which for a given $\hat g$ is fixed by $G'$, changes the length of the vector and, unless $n$ is an eigenvector of $\Sigma$, also tilts it; the tilt is what drives the spin. This is $g$-tensor modulation (TMR). Each acting alone gives

$$f_{\rm TMR}=\tfrac12V_{ac}f_L|n\times\Sigma n|,\qquad f_{\rm IZ}=\tfrac12V_{ac}f_L|w\times n|,$$

where $n\times(w\times n)=w-n(n\cdot w)$ is the transverse part of $w$, of length $|w\times n|$. Both vectors in (9) lie in the plane normal to $n$. If $\vartheta$ is the angle between them,

$$f_R^2=f_{\rm TMR}^2+f_{\rm IZ}^2+2f_{\rm TMR}f_{\rm IZ}\cos\vartheta .\tag{11}$$

The limits are these. IZ vanishes when $n\parallel w$, that is $\hat gb\parallel\hat ga$, or $b\parallel a$. TMR vanishes when $\Sigma n=\lambda n$; multiplying by $\hat g^T$ turns this into $G'b=2\lambda Gb$. An isotropic stretch $G'\propto G$ satisfies this for all $b$. Equation (10) takes the longitudinal part of $\Sigma n$ and TMR the transverse part, so the slope of $f_L$ in one direction does not measure the drive in that direction. Finally, (8) says that a twisted basis leaves $\Sigma$ alone and sends $w\to w-\kappa$. The basis condition concerns the IZ part, which is also the part that splittings cannot supply.

### Entry 7. Laboratory form and the choice of convention

For an invertible matrix $N$, the same determinant argument gives $v_3\cdot N^T(Nv_1\times Nv_2)=\det N\;v_3\cdot(v_1\times v_2)$, so $Nv_1\times Nv_2=\det N\;N^{-T}(v_1\times v_2)$. Take $N=\hat g^{-T}$, and use $\hat gb=NGb$ and $\hat g'b=NTb$. Then $\hat gb\times\hat g'b=\hat gq/\det\hat g$, and with $|\hat gq|^2=q^TGq$ and $(\det\hat g)^2=\det G$,

$$hf_R=\frac{\mu_BBV_{ac}}2\sqrt{\frac{q^TGq}{\det G\;\,b^TGb}},\qquad q=Gb\times\left(\tfrac12G'+A\right)b .\tag{12}$$

No pseudospin axes appear. Larmor frequencies give $G$ and $G'$, and the three numbers in $a$ must come from Rabi frequencies or from a calculation. Rabi frequencies can leave the overall sign of $a$ open: if the cross term in (11) vanishes for all field directions, as in the wire dot of Entry 9, $a$ and $-a$ give the same $f_R$ everywhere. Equations (2), (9), (10) and (12) are tested on twenty random matrix pairs $\hat g,\hat g'$, against $2\times2$ diagonalization and, for (10), a finite difference.

The total $f_R$ is unambiguous, but the split is a convention, because any antisymmetric matrix can be moved from $W$ to $\Sigma$ without changing (10). The choice above keeps $\Sigma$ symmetric. Another choice is the polar form $\hat g=RS$, with $R$ orthogonal and $S=\sqrt G$, in which $R'$ is called the rotation. Then $T=SR^T(R'S+RS')=S\,R^TR'\,S+SS'$. The first term is antisymmetric, since $R^TR'$ is, and the antisymmetric part of $SS'$ is half the commutator:

$$A=S\,R^TR'\,S+\tfrac12[S,S'] .\tag{13}$$

The conventions agree when $S$ and $S'$ commute and differ otherwise, as when the gate turns the principal axes of an anisotropic $G$. If $\hat g$ is singular, (2) still holds for $g^*\neq0$, while $\Sigma$ and $W$ are not defined.

### Entry 8. A gate that moves the dot rigidly

In a harmonic potential a uniform field completes the square: $\frac12m^*\omega_0^2x^2-Fx=\frac12m^*\omega_0^2(x-x_0)^2-F^2/2m^*\omega_0^2$ with $x_0=F/m^*\omega_0^2$, and likewise along $y$. If the rest of $H$ depends on $\boldsymbol\pi$ and $\sigma$ alone, shifting the origin to $\mathbf r_0$ changes $\mathbf A=\frac12\mathbf B\times\mathbf r$ by the constant $\frac12\mathbf B\times\mathbf r_0$, which a phase factor linear in $\mathbf r$ removes. The shifted Hamiltonian is unitarily equivalent to the original one up to a constant, at any $\mathbf B$. All splittings are then independent of the gate, $G'=0$, and any drive is iso-Zeeman. The argument needs the square to complete, so it does not cover an anharmonic dot.

### Entry 9. A wire dot in closed form

Take one-dimensional motion with round model parameters and no orbital effect of the field:

$$H=\frac{p^2}{2m^*}+\frac{\hbar}{m^*l_{so}}p\,\sigma_y+\tfrac12m^*\omega_0^2x^2+\tfrac12g_0\mu_B\sigma\cdot\mathbf B-e\,\delta V\left(\frac x{L_1}+\frac{x^2}{L_2^2}\right).$$

The first two terms equal $(p+\hbar\sigma_y/l_{so})^2/2m^*$ minus a constant. For $U=e^{-ix\sigma_y/l_{so}}$ one has $pU=U(p-\hbar\sigma_y/l_{so})$, so $U$ removes the spin–orbit term at $B=0$. The doublet is $\psi_\alpha=U\varphi(x;V)|\alpha\rangle$, with $|\alpha\rangle$ fixed spinors and $\varphi$ the real oscillator ground state, $\varphi^2\propto e^{-(x-x_0)^2/l^2}$, $l^2=\hbar/m^*\omega$. Since $U$ does not depend on $V$, $C_{\alpha\beta}=\delta_{\alpha\beta}\int\varphi\varphi'dx=\frac12\delta_{\alpha\beta}\,\partial_V\!\int\varphi^2dx=0$, and the basis is parallel transported.

Collecting powers of $x$ gives $\omega^2=\omega_0^2-2e\,\delta V/m^*L_2^2$ and $x_0=e\,\delta V/(L_1m^*\omega^2)$. At $\delta V=0$, using $(l^2)'/l^2=-\omega'/\omega$,

$$x_0'=\frac e{L_1m^*\omega_0^2},\qquad\frac{(l^2)'}{l^2}=\frac e{m^*\omega_0^2L_2^2}.$$

For $\hat g$ we need $U^\dagger\sigma_jU$ with $\theta=x/l_{so}$. The matrix $\sigma_y$ commutes with $U$. Since $\sigma_x$ anticommutes with $\sigma_y$, $e^{i\theta\sigma_y}\sigma_xe^{-i\theta\sigma_y}=e^{2i\theta\sigma_y}\sigma_x=\sigma_x\cos2\theta+\sigma_z\sin2\theta$, by $\sigma_y\sigma_x=-i\sigma_z$. In the same way $\sigma_y\sigma_z=i\sigma_x$ gives $\sigma_z\cos2\theta-\sigma_x\sin2\theta$. The Gaussian average is $\langle e^{ikx}\rangle=e^{ikx_0}e^{-k^2l^2/4}$, and $k=2/l_{so}$ gives $e^{i\phi}e^{-l^2/l_{so}^2}$ with $\phi=2x_0/l_{so}$. Column $j$ of $\hat g$ holds the Pauli components of $g_0\langle\sigma_j\rangle$:

$$\hat g=\begin{pmatrix}g_\perp\cos\phi&0&-g_\perp\sin\phi\\0&g_0&0\\g_\perp\sin\phi&0&g_\perp\cos\phi\end{pmatrix},\qquad g_\perp=g_0e^{-l^2/l_{so}^2}.$$

At $\delta V=0$, $\phi=0$ and $\hat g$ is diagonal. Define $s=g_\perp'/g_\perp=-(l^2)'/l_{so}^2$. Differentiating and dividing column $j$ by $g_{jj}$ gives $\Sigma={\rm diag}(s,0,s)$ and $W_{zx}=-W_{xz}=\phi'$. Since $(w\times v)_z=w_xv_y-w_yv_x$, this means $w=w_y\hat y$ with $w_y=-\phi'=-2x_0'/l_{so}$. Also $G'_{xx}=G'_{zz}=2sg_\perp^2$ and $A_{zx}=g_\perp^2\phi'$. The linear gate gives pure IZ, as Entry 8 requires, and the quadratic gate pure TMR.

Now $\Sigma n=s(n-n_y\hat y)$, so $n\times\Sigma n=-sn_y\,n\times\hat y$, which is normal to the plane of $n$ and $\hat y$, while the transverse part of $w$ lies in that plane. In this model $\cos\vartheta=0$, and

$$f_{\rm IZ}=\tfrac12V_{ac}f_L|w_y|\sqrt{1-n_y^2},\qquad f_{\rm TMR}=\tfrac12V_{ac}f_L|sn_y|\sqrt{1-n_y^2},$$

with $\partial_Vf_L=f_Ls(1-n_y^2)$. For $l_{so}\to\infty$ both vanish, as in Entry 2. For $b=\hat y$ both vanish, as they must, since $\sigma_y$ then commutes with $H$. For $b\perp\hat y$ the relative slope of $f_L$ is largest and $f_{\rm TMR}=0$.

Entry 5 can be tested here. For the linear gate use the translated basis $e^{-ipx_0/\hbar}\psi_\alpha(0)$. Because $p$ commutes with $\sigma_j$, $\tilde g'=0$. The connection is $C=-ix_0'\langle p\rangle/\hbar$, and $\langle p\rangle=\langle\varphi|p-\hbar\sigma_y/l_{so}|\varphi\rangle=-\hbar\sigma_y/l_{so}$, so $C=ix_0'\sigma_y/l_{so}=-\frac i2\kappa\cdot\sigma$ with $\kappa=-(2x_0'/l_{so})\hat y=w$. This agrees with $w-\kappa=0$.

### Entry 10. Numbers for the wire

The parameters are $m^*=0.02m$, $\hbar\omega_0=2$ meV, $l_{so}=100$ nm, $g_0=10$, $L_1=200$ nm, $L_2=100$ nm, $B=1000$ G ($0.1$ T) along $(1,1,1)/\sqrt3$, and $V_{ac}=0.1$ mV. The gate is in millivolts, so $e\times1$ mV $=1$ meV. Further $\mu_B=9.274\times10^{-21}$ erg/G $=5.788\times10^{-6}$ meV/G and $\hbar^2/m^*=3810.0$ meV nm$^2$.

Then $l^2=3810.0/2$ nm$^2$, $l=43.65$ nm, $l^2/l_{so}^2=0.1905$ and $g_\perp=10e^{-0.1905}=8.2655$. Next $g^*=\sqrt{(2\times8.2655^2+10^2)/3}=8.8814$, $n_y=10/(\sqrt3\times8.8814)=0.6501$ and $\sqrt{1-n_y^2}=0.7599$. The splitting is $5.788\times10^{-6}\times1000\times8.8814=0.05141$ meV, or $f_L=12.43$ GHz.

With $m^*\omega_0^2=\hbar\omega_0/l^2$, the shift is $x_0'=1905.0/(2\times200)=4.7625$ nm/mV, and $w_y=-2\times4.7625/100=-0.09525$ rad/mV. The size changes by $(l^2)'/l^2=1905.0/(2\times100^2)=0.09525$ per mV, which equals $|w_y|$ because these parameters have $2/(L_1l_{so})=1/L_2^2$. Then $s=-0.09525\times0.1905=-0.01814$ per mV, $G'_{xx}=-2.479$ per mV and $A_{zx}=6.507$ per mV. With $\frac12V_{ac}f_L=0.05\times12430.6=621.5$ MHz mV,

$$f_{\rm IZ}=621.5\times0.09525\times0.7599=44.98\ {\rm MHz},$$
$$f_{\rm TMR}=621.5\times0.01814\times0.6501\times0.7599=5.57\ {\rm MHz},$$

and $f_R=\sqrt{44.985^2+5.571^2}=45.33$ MHz, so a spin flip takes $11.0$ ns. The slope is $12430.6\times(-0.01814)\times0.7599^2=-130.2$ MHz/mV.

The numerical output holds the checks. $G$, $G'$ and $A$ from diagonalization in an oscillator basis match the closed forms, signs included, within $10^{-8}$ of the largest element. The finite-field element (1) gives $45.351$ MHz against $45.328$ MHz, higher by $5\times10^{-4}$ relative to the formula, near the scale $(hf_L/\Delta)^2=6.6\times10^{-4}$. Each gate alone gives $45.008$ MHz and $5.571$ MHz, against $44.985$ MHz and $5.571$ MHz. Propagation over one drive period, without the rotating-wave approximation, yields $f_R$ from the two eigenphases of the propagator that belong to the qubit, whose difference modulo $2\pi$ is $2\pi f_R/f_L$ on resonance. It gives $45.362$ MHz, $2\times10^{-4}$ above the matrix element, and a flip probability of $0.9998$. The origin of this small difference is not resolved here; higher orders in $V_{ac}$ are a conjecture. The translated basis gives $0.000$ MHz from (2) and $44.985$ MHz from (7). Adding $\hbar\omega_0(0.2x^4/l^4-x/l)$ to the potential makes the linear gate produce $\max|G'|/\max|A|=0.118$, so this anharmonic, tilted dot is no longer iso-Zeeman.

### Entry 11. A two-dimensional dot with orbital field effects

The general steps are tested where no closed form is at hand:

$$H=\frac{\pi^2}{2m^*}+\frac{m^*}2(\omega_x^2x^2+\omega_y^2y^2)+\frac\hbar{m^*}\left[\frac{1+\eta\,\delta V}{l_R}(\sigma_x\pi_y-\sigma_y\pi_x)+\frac{\sigma_y\pi_y-\sigma_x\pi_x}{l_D}\right]+\tfrac12g_0\mu_B\sigma\cdot\mathbf B+H_g,$$

with $H_g=-e\,\delta V(x/L_x+y/L_y+x^2/L_{xx}^2+xy/L_{xy}^2)$ and $\mathbf A=\frac12B_z(-y,x)$. The mass, $g_0$ and $b$ are as before, $\hbar\omega_x=2$ meV, $\hbar\omega_y=3$ meV, $l_R=120$ nm, $l_D=250$ nm, $(L_x,L_y,L_{xx},L_{xy})=(200,300,100,150)$ nm, $\eta=0.02$ per mV, $B=200$ G and $V_{ac}=0.05$ mV. The basis has $12\times12$ oscillator states times spin, and the gap is $1.979$ meV.

Symmetry fixes the pattern of the matrices. A rotation by $\pi$ about $z$, of space and spin, maps $\mathbf B\to J\mathbf B$ with $J={\rm diag}(-1,-1,1)$, leaves the terms in $x^2$, $xy$ and $\eta$ unchanged, and reverses those in $x$ and $y$. It maps the doublet onto itself by a constant rotation $R$, so $\hat g=R\hat gJ$ and, for each kind of gate term, $\hat g'=\pm R\hat g'J$. Hence $G=JGJ$ and $T=\pm JTJ$. Even terms feed the $xx,yy,zz,xy,yx$ elements of $T$, and odd terms feed $xz,yz$ and their transposes, whose symmetric part vanishes by Entry 8. The output shows this pattern: $G_{xz}$, $G_{yz}$, $G'_{xz}$ and $G'_{yz}$ print as zero, and $a=(0.162,0.756,-0.033)$ per mV. For the uniform-field gate alone $\max|G'|/\max|A|$ is $4\times10^{-14}$. The quantities $b^TGb$ and $b^TG'b$ are tested against level splittings at small field in six directions, within $10^{-3}$ of the largest element.

One feature stands out: $G_{zz}=2.05$, against $G_{xx}=76.9$, $G_{yy}=81.6$ and $g_0^2=100$. The operator $M_z$ contains orbital terms whose scale $e\hbar/2m^*c$ is $50\mu_B$, and that they nearly cancel the spin term is a conjecture, since the contributions are not separated. The matrix stays invertible, $\det\hat g=111.0$.

At $f_L=2.2495$ GHz the parts are $f_{\rm TMR}=2.383$ MHz and $f_{\rm IZ}=1.722$ MHz with $\cos\vartheta=0.948$. Equation (11) gives

$$f_R=\sqrt{2.3829^2+1.7224^2+2\times0.9483\times2.3829\times1.7224}=4.053\ {\rm MHz},$$

whereas quadrature would give $2.94$ MHz and the plain sum $4.11$ MHz. The finite-field element and the propagation both give $4.053$ MHz. Relative to the formula, the finite-field value deviates by $-1.76\times10^{-5}$ at $B/2$ and by $-7.03\times10^{-5}$ at $B$, a ratio of $4.00$, which tests the $B^2$ law of Entry 4. A twist $\kappa=(0.3,-0.2,0.4)$ rad/mV, printed as $c$, with components along the pseudospin axes that the diagonalization happens to return, changes the result of (2) to $24.7$ MHz, and (7) restores $4.053$ MHz. The value $24.7$ MHz belongs to those axes. Only the part of $\kappa$ transverse to $n$ enters, so in other axes the same three numbers give anything from zero to $f_R+\frac12V_{ac}f_L|\kappa|\approx34$ MHz. With the symmetric gauge and the pseudospin axes used here, dropping $\mathbf B\cdot M'$ from (5) changes an element of $\hat g'$ by $0.575$ of the largest element, so in this gauge the term cannot be left out. The number itself depends on the gauge and on the axes, because a change of gauge moves weight between $\mathbf B\cdot M'$ and the sum over states; only the complete (5) gives a gauge-independent $f_R$. Identity (13) is tested by finite differences of the polar factors. The commutator term is $0.033$ per mV, small beside $\max|A|=0.756$ per mV. As $S$ and $S'$ share the block form of $G$ and $G'$, it acts on $a_z$ alone, and it is as large as $a_z$, so in this dot the $z$ component of the rotation depends on the convention.

All reference values solve the model Hamiltonians in finite bases. They leave out other bands and valleys, hyperfine coupling, noise and relaxation.

## Calculated quantities

```
muB = 9.27401e-21 erg/G = 5.78838e-06 meV/G
m*/m = 0.02, g0 = 10.0, hbar^2/m* = 3810.0 meV nm^2, b = (1,1,1)/sqrt3
WIRE: hbar w = 2.0 meV, lso = 100.0 nm, L1 = 200.0 nm, L2 = 100.0 nm
B = 1000.0 G = 0.1 T, Vac = 0.1 mV
l = 43.646 nm, l^2/lso^2 = 0.19050, gap = 2.0000 meV
g_perp = 8.2655, g* = 8.8814, n_y = 0.65007, sqrt(1-n_y^2) = 0.75987
x0' = 4.7625 nm/mV, w_y = -0.09525 rad/mV
(l^2)'/l^2 = 0.09525 1/mV, s = -0.01814 1/mV
G'_xx = G'_zz = -2.4793 1/mV, A_zx = 6.5073 1/mV
h fL = 0.05141 meV, (h fL/gap)^2 = 6.61e-04
fL formula = 12.4306 GHz, finite-B levels = 12.4297 GHz
dfL/dV = -130.24 MHz/mV
fIZ formula = 44.985 MHz, finite-B, linear gate = 45.008 MHz
fTMR formula = 5.571 MHz, finite-B, quadratic gate = 5.571 MHz
fR formula = 45.328 MHz, finite-B = 45.351 MHz
fR propagation = 45.362 MHz, flip probability = 0.9998
pi-pulse time 1/(2 fR) = 11.03 ns
translated basis: naive = 0.000 MHz, with connection = 44.985 MHz
anharmonic (0.2 hw x^4/l^4 - hw x/l), linear gate: max|G'|/max|A| = 0.118
2D DOT: hbar wx = 2.0 meV, hbar wy = 3.0 meV, lR = 120.0 nm, lD = 250.0 nm
gate: Lx, Ly, Lxx, Lxy = 200.0, 300.0, 100.0, 150.0 nm, eta = 0.02 1/mV
B = 200.0 G, Vac = 0.05 mV, gap = 1.9790 meV, basis 12x12x2
G  (xx yy zz xy xz yz) = 76.9489 81.6193 2.0502 16.5582 0.0000 0.0000
G' (xx yy zz xy xz yz), 1/mV = -1.9589 -0.5029 -1.6982 0.7188 -0.0000 -0.0000
a (x y z), 1/mV = 0.1618 0.7555 -0.0330
det g = 110.97, g* = 8.0361, |w| = 0.06539 rad/mV
fL formula = 2.2495 GHz, finite-B levels = 2.2495 GHz
fTMR = 2.3829 MHz, fIZ = 1.7224 MHz
cosine between TMR and IZ vectors = 0.9483
fR formula = 4.0532 MHz, finite-B = 4.0530 MHz
fR propagation = 4.0531 MHz, flip probability = 1.0000
relative error at B/2 = -1.756e-05, at B = -7.025e-05, ratio = 4.000
twist c = [ 0.3 -0.2  0.4] rad/mV: naive = 24.7085 MHz, corrected = 4.0532 MHz
relative change of g' on dropping dM/dV = 0.575
max|[S,S']/2| = 0.0331 1/mV, max|A| = 0.7555 1/mV
uniform-field gate: max|G'|/max|A| = 3.9e-14
```
